# Self-Bias of a Capacitively Coupled Plasma for Any Periodic Drive, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The bias from the extremes of the drive

### What symmetry and dimensions already fix

A radio-frequency plasma lies between a powered electrode and a grounded one. The powered electrode is fed through a blocking capacitor, which passes no direct current. Its potential relative to ground is \(\eta+V(t)\), where \(V\) is periodic with zero mean and \(\eta\) is the dc self-bias. The extremes of \(V\) are \(V_{\max}>0\) and \(V_{\min}<0\).

A sheath, a layer depleted of electrons, separates the plasma from each electrode. Let \(u_p(t)\) and \(u_g(t)\) be the potential drops from the plasma to the powered and to the grounded electrode. Both are counted positive when the plasma is at the higher potential. Define

\[
r=\frac{\max u_g}{\max u_p}. \tag{1}
\]

Suppose that \(\eta\) depends on \(V_{\max}\), \(V_{\min}\) and \(r\) and on nothing else. This supposition is justified below under stated conditions. Three requirements then restrict its form.

First, the plasma responds to the sum \(\eta+V\), not to the way the sum is split. Moving a constant \(c\) from one part to the other, \(V\to V+c\), must give \(\eta\to\eta-c\). Hence \(\eta+V_{\max}\) can depend on the drive through the difference \(V_{\max}-V_{\min}\) alone, since this difference is unaffected by \(c\).

Second, no other voltage is available to set a scale, so \(\eta+V_{\max}\) must be proportional to that difference:

\[
\eta=-V_{\max}+(V_{\max}-V_{\min})\,g(r), \tag{2}
\]

with \(g\) a dimensionless function.

Third, the names of the electrodes are arbitrary. Seen from the powered electrode, the other one has the potential \(-\eta-V(t)\). Exchanging the names therefore replaces \(\eta\) by \(-\eta\), \(V_{\max}\) by \(-V_{\min}\), \(V_{\min}\) by \(-V_{\max}\), and \(r\) by \(1/r\). Equation (2) becomes

\[
-\eta=V_{\min}+(V_{\max}-V_{\min})\,g(1/r).
\]

Adding this to (2) removes \(\eta\):

\[
0=-(V_{\max}-V_{\min})+(V_{\max}-V_{\min})\,[g(r)+g(1/r)].
\]

Division by the nonzero difference gives

\[
g(r)+g(1/r)=1,\qquad g(1)=\tfrac12. \tag{3}
\]

For \(r=1\) the bias is thus \(-(V_{\max}+V_{\min})/2\) before any sheath physics is used. For other \(r\) one function remains to be found, and for this the sheaths must be considered.

### The voltage balance and its signs

Go from ground to the powered electrode through the plasma. The potential rises by \(u_g\) on entering the plasma. It changes by \(\phi_b\) across the bulk, where \(\phi_b\) is the potential at the powered end of the bulk minus that at the grounded end. It falls by \(u_p\) on leaving. The total is the electrode potential:

\[
\eta+V(t)=u_g(t)+\phi_b(t)-u_p(t). \tag{4}
\]

Bulk voltage is neglected for now, so

\[
\eta+V(t)=u_g(t)-u_p(t). \tag{5}
\]

When the electrode is strongly positive, the plasma must be more positive still, and the large voltage stands across the grounded sheath. When the electrode is strongly negative, it stands across the powered sheath.

In these equations \(V\) is the alternating part of the potential at the electrode itself. If the blocking capacitor is large, its own voltage hardly varies during a period, and \(V\) is also the alternating voltage of the generator. If it is small, its ripple must be subtracted from the generator voltage before the extremes are read.

### One charge controls both sheaths

Equation (5) alone does not say that \(u_g\) is largest when \(V\) is largest, because \(u_p\) might vary in a way that shifts the maximum. The missing link is charge conservation.

Let \(Q_p\) and \(Q_g\) be the positive space charges in the two sheaths, and let \(I\) be the current through the bulk, counted positive towards the powered electrode. Ions carry a current \(I_{i}\) to an electrode and electrons carry away a current of magnitude \(I_{e}\), so the net conduction current into the electrode is \(I_i-I_e\). The charge of a sheath grows by what enters from the bulk minus what reaches the electrode:

\[
\frac{dQ_p}{dt}=I-(I_{i,p}-I_{e,p}),\qquad
\frac{dQ_g}{dt}=-I-(I_{i,g}-I_{e,g}). \tag{6}
\]

The same \(I\) appears in both, with opposite sign, because the bulk is quasineutral and stores no net charge. Adding the two equations cancels it. With \(S=Q_p+Q_g\),

\[
\frac{dS}{dt}=I_{e,p}+I_{e,g}-I_{i,p}-I_{i,g}. \tag{7}
\]

The ion currents are nearly steady. Since the electron terms are not negative, \(S\) can fall during a period by at most the ion charge delivered to both electrodes in that period. In a periodic state it must rise again by as much as it fell. If the ion charge per period is small compared with \(S\), then \(S\) is nearly constant, and \(Q_g\simeq S-Q_p\): one sheath fills as the other empties.

Suppose further that each sheath voltage is a continuous, strictly increasing function of its charge,

\[
u_p=F_p(Q_p),\qquad u_g=F_g(Q_g). \tag{8}
\]

This requires the ion density profile to stay fixed while the electron edge moves through it. More exposed ions then mean both more charge and more voltage. Inserting (8) and \(Q_g=S-Q_p\) into (5) gives

\[
\eta+V=F_g(S-Q_p)-F_p(Q_p). \tag{9}
\]

As \(Q_p\) increases, the first term on the right falls and the subtracted term grows, so the right side decreases strictly. Each value of \(V\) therefore belongs to one value of \(Q_p\), and larger \(V\) means smaller \(Q_p\). It follows that

- when \(V=V_{\max}\), \(Q_p\) and \(u_p\) are at their minimum, and \(Q_g\) and \(u_g\) at their maximum;
- when \(V=V_{\min}\), \(Q_p\) and \(u_p\) are at their maximum, and \(Q_g\) and \(u_g\) at their minimum.

Nothing was assumed about the shape of \(V(t)\), the number of its harmonics, or the time between its extremes. This is the sense in which the result holds for any periodic drive. The functions \(F_p\) and \(F_g\) may also differ from each other.

### Why both sheaths must collapse

The minima of \(u_p\) and \(u_g\) are small for a reason connected with the bias itself. Ions reach each electrode steadily. Electrons are repelled by the sheath, and only those with enough energy to cross it arrive. For a Maxwellian distribution with temperature \(T_e\), expressed in volts, the electron flux at sheath voltage \(u\ge0\) is

\[
\Gamma_e=n\sqrt{\frac{eT_e}{2\pi m}}\;e^{-u/T_e}, \tag{10}
\]

where \(n\) is the density at the sheath edge and \(m\) the electron mass. The prefactor is the one-sided thermal flux, a quarter of density times mean speed. The ions, of mass \(M\), enter the sheath at the Bohm speed, so that

\[
\Gamma_i=n\sqrt{\frac{eT_e}{M}}. \tag{11}
\]

The ratio of the two is

\[
\frac{\Gamma_e}{\Gamma_i}=\sqrt{\frac{M}{2\pi m}}\;e^{-u/T_e}
=e^{(u_f-u)/T_e},\qquad
u_f=T_e\ln\sqrt{\frac{M}{2\pi m}}. \tag{12}
\]

The floating voltage \(u_f\) is the steady sheath voltage at which the fluxes balance.

The blocking capacitor forces the mean conduction current at the powered electrode to vanish. In a periodic state the mean of \(dS/dt\) is zero as well, so by (7) the mean current at the grounded electrode also vanishes. With a steady ion flux, (12) then requires at each electrode

\[
\left\langle e^{(u_f-u)/T_e}\right\rangle=1, \tag{13}
\]

where the brackets denote the mean over a period. If \(u\) were above \(u_f\) at all times, the exponential would always be below one and so would its mean. Hence

\[
\min u_p\le u_f,\qquad \min u_g\le u_f. \tag{14}
\]

Each sheath must open once or more per period to let electrons through. The self-bias is the voltage to which the capacitor charges until this happens at both electrodes. If too few electrons reach the powered electrode, positive charge collects on it and \(\eta\) rises. If too many reach it, \(\eta\) falls.

The minimum sheath voltages are thus at most a few times \(T_e\), whatever the drive amplitude. When the sheath maxima are much larger, the minima can be neglected.

### The self-bias

Evaluate (5) at the two extremes, setting the collapsed sheath voltage to zero in each case:

\[
\eta+V_{\max}=\max u_g, \tag{15}
\]

\[
\eta+V_{\min}=-\max u_p. \tag{16}
\]

The minus sign in (16) comes from the minus sign before \(u_p\) in (5). By definition (1), \(\max u_g=r\max u_p\). Replacing \(\max u_g\) by means of (15) and \(\max u_p\) by means of (16) gives

\[
\eta+V_{\max}=-r(\eta+V_{\min}).
\]

Collecting the terms in \(\eta\) on the left,

\[
\eta(1+r)=-V_{\max}-rV_{\min},
\]

and since \(1+r>0\),

\[
\boxed{\;\eta=-\frac{V_{\max}+rV_{\min}}{1+r}\;} \tag{17}
\]

Comparison with (2) identifies the missing function. Adding \(V_{\max}\) to (17),

\[
\eta+V_{\max}=\frac{(1+r)V_{\max}-V_{\max}-rV_{\min}}{1+r}
=\frac{r}{1+r}(V_{\max}-V_{\min}), \tag{18}
\]

so \(g(r)=r/(1+r)\). Then \(g(1/r)=1/(1+r)\), and condition (3) is met.

The left side of (18) is \(\max u_g\). Dividing it by \(r\) gives the largest powered sheath voltage:

\[
\max u_p=\frac{V_{\max}-V_{\min}}{1+r}. \tag{19}
\]

The two sheath maxima share the peak-to-peak voltage of the drive in the ratio \(r:1\).

### Limits and meaning

Equation (17) says that \(-\eta\) is a weighted mean of \(V_{\max}\) and \(V_{\min}\), with weights \(1/(1+r)\) and \(r/(1+r)\). The bias therefore lies between \(-V_{\max}\) and \(-V_{\min}\).

For \(r\to0\) the grounded sheath carries negligible voltage. The plasma stays near ground, and \(\eta\to-V_{\max}\): the powered electrode just reaches the plasma potential at the crest of the drive. For \(r\to\infty\) the roles are exchanged and \(\eta\to-V_{\min}\), which is positive.

A sinusoid of amplitude \(V_0\) has \(V_{\max}=V_0\) and \(V_{\min}=-V_0\), and (17) gives

\[
\eta=-V_0\,\frac{1-r}{1+r}. \tag{20}
\]

Here a bias requires unequal sheath maxima. A drive with unequal extremes gives a bias even at \(r=1\), by the amount found from symmetry. In general the bias vanishes when \(V_{\max}=-rV_{\min}\), so the asymmetry of the waveform can cancel that of the discharge.

Equation (17) is a relation between \(\eta\) and \(r\), not a complete prediction. The ratio \(r\) belongs to the discharge as it runs under the given drive and may change with the waveform. Two drives with equal extremes can therefore produce different biases.

The derivation fails if the powered electrode is connected to the generator without a blocking capacitor. Then \(\eta\) is imposed, a net direct current may flow, and (13) need not hold at each electrode separately. A sheath may then keep a large voltage throughout the period, and (15) or (16) loses its basis.

## Part 2. Corrections, the voltage ratio, and a chlorine reactor

### Symbols and results carried over

The powered electrode has the potential \(\eta+V(t)\) relative to ground, with \(V\) of zero mean and extremes \(V_{\max}\), \(V_{\min}\). The sheath voltages \(u_p,u_g\ge0\) are measured from plasma to electrode, and \(r=\max u_g/\max u_p\). The sheath charges are \(Q_p\) and \(Q_g\), with a nearly constant sum \(S\). The voltage balance is (4), \(\eta+V=u_g+\phi_b-u_p\). Each sheath voltage falls to the floating voltage \(u_f\) of (12) or below once or more per period. With \(\phi_b\) and the minimum sheath voltages neglected, the bias is (17), \(\eta=-(V_{\max}+rV_{\min})/(1+r)\).

### What the neglected voltages do

Define the amounts by which (15) and (16) are missed:

\[
\delta_p=\max u_g-(\eta+V_{\max}),\qquad
\delta_g=\max u_p+(\eta+V_{\min}). \tag{21}
\]

Solve these for the two maxima and insert them into \(\max u_g=r\max u_p\):

\[
\eta+V_{\max}+\delta_p=r(\delta_g-\eta-V_{\min}).
\]

Collecting \(\eta\) and dividing by \(1+r\),

\[
\eta=-\frac{V_{\max}+rV_{\min}}{1+r}+\frac{r\delta_g-\delta_p}{1+r}. \tag{22}
\]

This is an identity, since (21) merely defines the two quantities. Its use lies in their physical meaning. If the sheath maxima coincide with the extremes of the drive, (4) gives

\[
\delta_p=u_p-\phi_b\ \text{ at }V_{\max},\qquad
\delta_g=u_g+\phi_b\ \text{ at }V_{\min}. \tag{23}
\]

Without bulk voltage these are the residual voltages of the collapsed sheaths. They enter (22) with opposite signs and partly cancel. The error of (17) is then of the order of \(T_e\), while \(\eta\) scales with the drive. The relative error is small for a large bias, but it need not be small when \(\eta\) itself is close to zero.

### A model for the ratio

To predict \(r\), a relation between charge and voltage is needed. Take a sheath of width \(s\) with uniform ion density \(n\) and no electrons, in front of an electrode of area \(A\). The field is zero at the plasma edge and grows linearly to \(ens/\varepsilon_0\) at the electrode. The voltage is the mean field times the width, and the charge is the ion charge in the layer:

\[
u=\frac{ens^2}{2\varepsilon_0},\qquad Q=ensA. \tag{24}
\]

Eliminating \(s=Q/(enA)\),

\[
u=\frac{Q^2}{2en\varepsilon_0A^2}. \tag{25}
\]

If the minimum charges vanish and \(S\) is constant, each sheath in turn holds the whole charge \(S\). The common factor \(S^2/(2e\varepsilon_0)\) then drops out of the ratio of maxima:

\[
r_0=\frac{n_p}{n_g}\left(\frac{A_p}{A_g}\right)^2. \tag{26}
\]

The subscripts refer to the powered and grounded sheaths. A larger grounded area spreads the same charge more thinly, so its sheath needs less voltage.

Equation (26) rests on a uniform ion density in each sheath. In a real sheath the ions speed up towards the electrode and thin out, the more so the higher the voltage. In a steady sheath filled by a fixed ion current density starting from rest, the width \(s\) grows as \(u^{3/4}\). The charge per area, proportional to \(u/s\), then grows only as \(u^{1/4}\). If this law held for both maxima, equal ion current densities would give \(r_0=(A_p/A_g)^4\) instead of the square. The ratio can thus depend on the areas much more strongly than (26) says. The fourth power is itself a limiting case. It needs equal ion current densities and takes no account of the waveform, and reactors usually show a smaller exponent.

Within the uniform-density model, the residual charges correct (26). For equal densities, measure charge in units of \(A_p\sqrt{2en\varepsilon_0}\), with voltages in volts, and let \(\alpha=A_g/A_p\). By (25), \(Q_p=\sqrt{u_p}\) and \(Q_g=\alpha\sqrt{u_g}\). For constant \(S\),

\[
\max Q_g=\max Q_p+\min Q_g-\min Q_p. \tag{27}
\]

Because voltage grows as the square of charge, a small residual voltage is not a small residual charge. A sheath at 3% of its maximum voltage still holds 17% of its maximum charge. Hence \(r\) can depart noticeably from \(r_0\) while (17) remains accurate.

Under the stated conditions, the self-bias follows from the extremes of the drive and the ratio \(r\) by (17), with the neglected voltages accounted for in (22) and a uniform-density model for the ratio in (26). It remains to test (17) numerically for a chlorine reactor and other drives, and to estimate the effects of residual charge and bulk voltage and the ion energies at the wafer.
